# Sternheimer Response at Arbitrary Wavevector from Primitive-Cell Functions

## A number to explain

A one-dimensional model insulator is disturbed by a potential that repeats after five cells. A self-consistent calculation in a five-cell supercell, with 121 plane waves, gives a second-order energy of $-0.19467423$ hartree per cell. Linear equations in one primitive cell, with 25 plane waves, give $-0.19467423$ hartree. The second calculation contains no function with the period of the disturbance. Why does it lose nothing?

Hartree atomic units are used. The lattice constant is $a=4$ bohr and $b=2\pi/a=1.5708$ bohr$^{-1}$. The local potential is $-\cos bx+0.3\sin 2bx$ hartree. Each cell at $R$ adds a nonlocal term $|\beta_R\rangle D\langle\beta_R|$, with $D=-0.3$ hartree/bohr, $\beta_R(x)=\beta(x-R)$ and $\beta(x)=e^{-x^2/(2\cdot0.5^2)}$, $x$ in bohr. Two electrons per cell fill one band and repel each other in mean field. These are round model parameters, not those of a material.

The disturbance is $\lambda(W+W^\dagger)$, with dimensionless $\lambda$ and
$$W=w(x)e^{iqx},\qquad w(x)=0.50+0.25\,i\,e^{ibx}\ \text{hartree},\qquad q=0.4\,b .$$

## Simple case: one Bloch state, no interaction

Take a local periodic $V$ and a Bloch state $\psi_k=e^{ikx}u_k$ with $H\psi_k=\varepsilon_k\psi_k$ and $u_k$ periodic. Insert $\psi_k+\lambda\psi^1$ and $\varepsilon_k+\lambda\varepsilon^1$ into the eigenvalue equation for $H+\lambda V^1$, where $V^1=W+W^\dagger$. The terms linear in $\lambda$ are
$$(H-\varepsilon_k)\psi^1=-(V^1-\varepsilon^1)\psi_k .$$
This is the Sternheimer equation. Projection on $\psi_k$ makes the left side vanish, so $\varepsilon^1$ is the mean of $V^1$ in $\psi_k$. Over $N$ cells, each cell contributes the same integral times $e^{iqaj}$, and
$$\left|\frac1N\sum_{j=0}^{N-1}e^{iqaj}\right|=\frac{|\sin(Nqa/2)|}{N|\sin(qa/2)|}\le\frac{1}{N|\sin(qa/2)|}\to0 .$$
Hence $\varepsilon^1=0$ in the infinite crystal if $q$ is not a reciprocal vector and the disturbance does not join $\psi_k$ to another state of equal energy. That exception is met below.

The source is now $-W\psi_k-W^\dagger\psi_k$. Its first part is $-e^{i(k+q)x}w\,u_k$, a Bloch function of wavevector $k+q$. Since $H$ preserves Bloch wavevectors, try $e^{i(k+q)x}\Delta u_k$ with periodic $\Delta u_k$. With $p=-i\,d/dx$, the product rule gives
$$p\,e^{i\kappa x}f=e^{i\kappa x}(p+\kappa)f .$$
Applying it twice, $He^{i\kappa x}f=e^{i\kappa x}H_\kappa f$ with $H_\kappa=\tfrac12(p+\kappa)^2+V$. Cancelling the common factor $e^{i(k+q)x}$ leaves
$$(H_{k+q}-\varepsilon_k)\,\Delta u_k=-w\,u_k .$$
All functions here are periodic in one cell. The wavevector enters as a parameter of $H_{k+q}$, so it need not be a rational fraction of $b$. The $W^\dagger$ part gives a separate equation at $k-q$.

**Limit: no lattice.** Put $V=0$ and $w=w_0$ constant. Then $u_k$ is constant and $H_{k+q}$ multiplies it by $\tfrac12(k+q)^2$, so
$$\Delta u_k=-\frac{w_0u_k}{\tfrac12(k+q)^2-\tfrac12k^2}=-\frac{w_0u_k}{q\,(k+q/2)} .$$
This is ordinary perturbation theory for plane waves. It diverges at $k=-q/2$, where the disturbance joins two states of equal energy.

A lattice does not cure this. Time reversal gives $\varepsilon_{-k}=\varepsilon_k$, so $k=-q/2$ and $k+q=q/2$ remain degenerate. In the example these points are $-0.2b$ and $0.2b$, and the smallest eigenvalue of $H_{k+q}-\varepsilon_k$ has magnitude $1.0\times10^{-14}$ hartree, zero within rounding. The source $-w\,u_k$ has a component along this filled state at $k+q$, which the left side cannot supply. The simple equation therefore has no solution there. The two levels instead mix and split in proportion to $\lambda$. Both are filled, so their splittings cancel in the sum and the insulator still responds smoothly.

## Filled bands: what must be solved

For a filled band the individual orbitals are not needed. Density and energy follow from the projector $P=\sum_i|\psi_i\rangle\langle\psi_i|$ on all filled orbitals. A gap separates them from the empty ones, so $P$ changes smoothly with $\lambda$ even when filled levels are degenerate. Let $Q=1-P$ and expand $P(\lambda)=P+\lambda P^1+\dots$.

A projector obeys $P(\lambda)^2=P(\lambda)$. At first order,
$$P^1P+PP^1=P^1 .$$
Multiplying by $P$ on both sides gives $2PP^1P=PP^1P$, hence $PP^1P=0$. The function $\phi_i=P^1\psi_i$ thus has no filled component. Since $P^1P=\sum_i|\phi_i\rangle\langle\psi_i|$ and $PP^1$ is its adjoint,
$$P^1=\sum_i\big(|\phi_i\rangle\langle\psi_i|+|\psi_i\rangle\langle\phi_i|\big).$$

The filled space is invariant under the disturbed Hamiltonian, so $[H+\lambda V^1,P(\lambda)]=0$. The linear terms are $[H,P^1]+[V^1,P]=0$. Acting on $\psi_i$,
$$(H-\varepsilon_i)P^1\psi_i+V^1\psi_i-PV^1\psi_i=0,$$
or
$$(H-\varepsilon_i)\phi_i=-QV^1\psi_i,\qquad P\phi_i=0 .$$
No denominator between two filled levels has appeared. The part of $\psi^1_i$ inside the filled space merely rotates filled orbitals among themselves, and $P$ does not notice.

To impose $P\phi_i=0$ within the linear system, add $\alpha P$:
$$(H+\alpha P-\varepsilon_i)\phi_i=-QV^1\psi_i .$$
Projecting on a filled $\psi_j$ gives $(\varepsilon_j+\alpha-\varepsilon_i)\langle\psi_j|\phi_i\rangle=0$. If $\alpha$ exceeds the width of the filled bands, the bracket is positive and the overlap must vanish. The added term then acts on nothing, so the solution is independent of $\alpha$. On empty states the operator is at least the gap. It is therefore positive and invertible.

The unperturbed $P$ commutes with translations and splits by Bloch wavevector. Let $P^v_{k+q}$ project on the filled periodic functions at $k+q$. The $W$ part of $\phi_{vk}$ is $e^{i(k+q)x}\Delta u_{vk}$, up to the common normalization, with
$$\boxed{(H_{k+q}+\alpha P^v_{k+q}-\varepsilon_{vk})\Delta u_{vk}=-(1-P^v_{k+q})\,w\,u_{vk}}$$

In the example, the filled band is $0.0821$ hartree wide, the gap is $0.8033$ hartree and $\alpha=2$ hartree. At $k=-0.2b$ the smallest eigenvalue rises from zero to $1.1257$ hartree. The filled level has moved to $2$ hartree, so this value belongs to the lowest empty level at $0.2b$. It exceeds the gap, as it must. Raising $\alpha$ to 5 hartree changed the density response by at most $2.6\times10^{-16}$ bohr$^{-1}$.

**Limit: a nearly uniform potential.** Let $w=w_0$ be constant and $q\to0$. With the phase of $u_{k+q}$ chosen smoothly, $(1-P^v_{k+q})u_{k+q}=0$ for one filled band, so
$$(1-P^v_{k+q})u_k=-(1-P^v_{k+q})(u_{k+q}-u_k)=O(q).$$
The source vanishes and so does the response. A constant potential shifts all levels together and moves no charge in an insulator.

A metal has no gap to protect this argument. Filled and empty levels touch, occupations change, and the boxed equation needs additional terms.

## Any periodic Hamiltonian, any dimension

Nothing essential relied on $V$ being local. Define $(T_{\mathbf R}f)(\mathbf r)=f(\mathbf r-\mathbf R)$. A Bloch state obeys $T_{\mathbf R}\psi_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf R}\psi_{\mathbf k}$. Require
$$T_{\mathbf R}HT_{\mathbf R}^{-1}=H,\qquad T_{\mathbf R}WT_{\mathbf R}^{-1}=e^{-i\mathbf q\cdot\mathbf R}W .$$
The second relation defines an operator of wavevector $\mathbf q$. For $W=w(\mathbf r)e^{i\mathbf q\cdot\mathbf r}$ it states that $w$ is periodic. Then
$$T_{\mathbf R}W\psi_{\mathbf k}=(T_{\mathbf R}WT_{\mathbf R}^{-1})(T_{\mathbf R}\psi_{\mathbf k})=e^{-i(\mathbf k+\mathbf q)\cdot\mathbf R}\,W\psi_{\mathbf k},$$
so $W$ raises the Bloch wavevector by $\mathbf q$. The adjoint relation has $e^{+i\mathbf q\cdot\mathbf R}$, so $W^\dagger$ lowers it by $\mathbf q$. The equation again separates into two. The periodic operators are now
$$H_{\boldsymbol\kappa}=e^{-i\boldsymbol\kappa\cdot\mathbf r}He^{i\boldsymbol\kappa\cdot\mathbf r},\qquad w_{\mathbf k}=e^{-i(\mathbf k+\mathbf q)\cdot\mathbf r}We^{i\mathbf k\cdot\mathbf r}.$$
Both map periodic functions to periodic functions, and $w_{\mathbf k}$ replaces $w$ in the box. For local $W$ it reduces to $w(\mathbf r)$; for nonlocal $W$ it depends on $\mathbf k$.

A lattice vibration is of this type. If the atom in cell $\mathbf R'$ moves by an amount proportional to $e^{i\mathbf q\cdot\mathbf R'}$, then $W=\sum_{\mathbf R'}e^{i\mathbf q\cdot\mathbf R'}V'_{\mathbf R'}$, where $V'_{\mathbf R'}$ is the derivative of that atom's potential. Translation by $\mathbf R$ turns $V'_{\mathbf R'}$ into $V'_{\mathbf R'+\mathbf R}$, and relabelling the sum produces the factor $e^{-i\mathbf q\cdot\mathbf R}$.

**Test on the orbital.** Two claims can fail separately: that $P^1\psi_k$ contains just the wavevectors $k\pm q$, and that its $k+q$ part is the primitive-cell solution. Both were tested at the awkward point $k=-0.2b$, with the nonlocal potential and the interaction treated below included. The filled projector of the five-cell supercell was computed at $\lambda=\pm0.002$ and $\pm0.004$. With $f_m$ denoting $P(\lambda)\psi_k$ at $\lambda=0.002\,m$, the derivative is
$$P^1\psi_k\simeq\frac{8(f_1-f_{-1})-(f_2-f_{-2})}{12\times0.002}.$$
Here $\psi_k$ is normalized over the five cells. Sorted by Bloch wavevector, the part at $k+q$ reaches $0.0297$ bohr$^{-1/2}$ and differs from the primitive-cell result by at most $3.8\times10^{-12}$ bohr$^{-1/2}$. Components outside $k\pm q$ stay below $2.2\times10^{-12}$ bohr$^{-1/2}$.

## Density: two wavevectors, one calculation

Now let $W$ be local, with no spin-orbit coupling and with time-reversal symmetry, so that $H^*=H$. Write $\phi_{vk}=\phi^+_{vk}+\phi^-_{vk}$ for the parts at $k+q$ and $k-q$. The second obeys
$$(H-\varepsilon_{vk})\phi^-_{vk}=-QW^\dagger\psi_{vk}.$$
Take the complex conjugate. The filled set is closed under conjugation, so $Q^*=Q$. For a local $W$, $(W^\dagger)^*=W$. Therefore
$$(H-\varepsilon_{vk})(\phi^-_{vk})^*=-QW\psi_{vk}^* .$$
Since $\psi_{vk}^*$ is the state at $-k$, with the same energy, this is the $+q$ equation for $-k$. Choosing phases so that $\psi_{v,-k}=\psi_{vk}^*$ gives $(\phi^-_{vk})^*=\phi^+_{v,-k}$.

With two electrons per orbital, the diagonal of $2P^1$ is
$$n^1=2\sum_{vk}\big[\psi_{vk}^*(\phi^+_{vk}+\phi^-_{vk})+\text{c.c.}\big].$$
The terms varying as $e^{iqx}$ times a periodic function are $\psi_{vk}^*\phi^+_{vk}$ and $(\phi^-_{vk})^*\psi_{vk}=\phi^+_{v,-k}\psi^*_{v,-k}$. On a mesh containing $-k$ with every $k$, both have the same sum. Normalize $u$ in one cell, so that each $\psi$ on the ring of $N_k$ cells carries $1/\sqrt{N_k}$. Then
$$n^1=n_qe^{iqx}+\text{c.c.},\qquad n_q=\frac{4}{N_k}\sum_{vk}u_{vk}^*\Delta u_{vk}.$$
One factor of 2 is spin; the other is the second wavevector. Phase choices cancel in each product. A nonlocal $W$ needs the additional condition that its transpose equals itself, because $(W^\dagger)^*=W^T$.

## Electrons that act back

In mean field the changed density changes the potential. Let an interaction kernel satisfy $K(x+R,x'+R)=K(x,x')$ for lattice vectors $R$. The induced potential is
$$v(x)=\int K(x,x')\,n_q(x')e^{iqx'}dx' .$$
Replace $x$ by $x+R$ and the integration variable by $x'+R$. The kernel and $n_q$ are unchanged, while the phase supplies $e^{iqR}$. So $v$ has wavevector $q$, and the feedback never leaves the primitive-cell description. In the boxed equation $w$ is replaced by
$$w_{\rm tot}=w+e^{-iqx}K[n_qe^{iqx}],$$
and the equations for $\Delta u$, $n_q$ and $w_{\rm tot}$ are iterated to consistency.

The model uses $K(x-x')$ with Fourier transform $\hat K(\kappa)=g\,e^{-(s\kappa)^2/2}$, $g=1$ hartree bohr and $s=0.5$ bohr. Expand $n_q=\sum_Gn_Ge^{iGx}$. Each term of the physical density oscillates as $e^{i(q+G)x}$, so the required factor is $\hat K(q+G)$, not $\hat K(G)$. For the Coulomb force in three dimensions the corresponding factor is $4\pi/|\mathbf q+\mathbf G|^2$.

The self-consistent components at $q=0.4b$ are

- $n_{-b}=0.04788+0.01935\,i$ bohr$^{-1}$,
- $n_0=-0.06030-0.03150\,i$ bohr$^{-1}$,
- $n_{+b}=-0.06300-0.07407\,i$ bohr$^{-1}$.

With $q=0.6283$ bohr$^{-1}$, $\hat K(q)=e^{-(0.3142)^2/2}=0.952$ hartree bohr. The $G=0$ part of the total potential is
$$0.50+0.952(-0.0603-0.0315\,i)=0.443-0.030\,i\ \text{hartree}.$$
The electrons weaken it. At $G=-b$ the applied potential has no component, yet $\hat K(q-b)=0.895$ hartree bohr gives $0.043+0.017\,i$ hartree. The lattice has mixed $q$ with $q-b$. This is a local field, and a response kept at the single wavevector $q$ would miss it.

**Limit: $q\to0$ again.** With a finite kernel and constant $w$, the vanishing bare response leaves nothing to feed back. With Coulomb forces, $\hat K$ grows as $1/q^2$ while the $G=0$ part of the bare charge response to a constant $w$ shrinks as $q^2$ (only this part enters the energy, which is quadratic in the $O(q)$ source, as shown next). Their product need not vanish, so the limit must be taken separately. In three dimensions the coefficient of $q^2$ can differ between directions of $\mathbf q$, and the limit can then differ too.

## Energy

The mean-field energy is stationary with respect to the orbitals. Its derivative with $\lambda$ therefore comes from the explicit potential alone:
$$\frac{dE}{d\lambda}=\int V^1n(\lambda)\,dx .$$
The term with the periodic unperturbed density averages to zero. Comparing $2\lambda E^2$ with $\lambda\int V^1n^1$, where $E^2$ denotes the second-order coefficient, gives
$$E^2=\tfrac12\int(we^{iqx}+\text{c.c.})(n_qe^{iqx}+\text{c.c.})dx .$$
The products $w^*n_q$ and $wn_q^*$ are periodic. The other two carry $e^{\pm2iqx}$ and average to zero unless $2q$ is a reciprocal vector. Per cell,
$$E^2=\mathrm{Re}\int_{\rm cell}w^*n_q\,dx .$$
If $2q$ is a reciprocal vector but $q$ is not, $\mathrm{Re}\int_{\rm cell}w\,n_qe^{2iqx}dx$ must be added.

Only $G=0$ and $G=b$ occur in $w$, so the opening number follows from
$$E^2=4\,\mathrm{Re}\big[0.5\,n_0+(-0.25\,i)\,n_{+b}\big]=4(-0.03015-0.01852)=-0.1947\ \text{hartree}.$$
For $\lambda=0.01$ the second-order change is $-1.95\times10^{-5}$ hartree per cell.

The supercell value was obtained without linear response, from self-consistent energies at the same field strengths as before:
$$E^2\simeq\frac{-E_2+16E_1-30E_0+16E_{-1}-E_{-2}}{24\times0.002^2}.$$
Here subscripts on the right count steps in $\lambda$. It agrees to the eight decimals printed. The density response, at most $0.4205$ bohr$^{-1}$, agrees to $1.5\times10^{-11}$ bohr$^{-1}$. The comparison held the sampling fixed: two $k$ points in the supercell represent the same Bloch states as ten in the primitive cell.

**Limit: interaction switched off in the response.** Keep the same unperturbed state but set $w_{\rm tot}=w$. Expand $\Delta u$ in empty states $c$ at $k+q$:
$$\Delta u_{vk}=-\sum_c\frac{|u_{c,k+q}\rangle\langle u_{c,k+q}|w|u_{vk}\rangle}{\varepsilon_{c,k+q}-\varepsilon_{vk}} .$$
Substitution in the energy formula gives
$$E^2_{\rm bare}=-\frac4{N_k}\sum_{vck}\frac{|\langle u_{c,k+q}|w|u_{vk}\rangle|^2}{\varepsilon_{c,k+q}-\varepsilon_{vk}}\le0 .$$
For constant $w$, the earlier limit makes each matrix element $O(q)$, and this energy is $O(q^2)$.

The formula also fixes the direction of the feedback. Write the bare response as $n_q=-Sw_{\rm tot}$. The last result says $\langle w|S|w\rangle=-E^2_{\rm bare}\ge0$ for every $w$, so $S$ is Hermitian and nonnegative. Self-consistency reads $n_q=-S(w+Kn_q)$, or $(1+SK)n_q=-Sw$. Using $(1+SK)S^{1/2}=S^{1/2}(1+M)$ with $M=S^{1/2}KS^{1/2}$,
$$-E^2=\langle S^{1/2}w|(1+M)^{-1}|S^{1/2}w\rangle .$$
A repulsion with $\hat K\ge0$ makes $M\ge0$, hence $|E^2|\le|E^2_{\rm bare}|$. The example gives $0.1947$ against $0.2671$ hartree, a reduction of 27%. A kernel with attractive parts, such as an exchange-correlation kernel can have, is outside this inequality.

## A wavevector with no supercell

For $q=(p/N)b$ in lowest terms, a supercell needs $N$ cells. For the irrational ratio $q/b=(3-\sqrt5)/2\approx0.381966$, no finite supercell exists. The boxed equation is unaffected: $H_{k+q}$ is built at whatever point $k+q$ falls on.

To test this, the orbital $e^{i(k+q)x}\Delta u_k$ for $k=-0.2b$ was inserted in the original equation on the full line, at four points in each of cells 0, 7 and 23. The second derivative came from finite differences with step $0.005$ bohr, and the nonlocal integrals from quadrature. The projected driving term reached $0.114$ hartree bohr$^{-1/2}$ at these points; the two sides differed by at most $1.2\times10^{-10}$ in the same unit.

One distinction remains. When $q$ connects points of the $k$ mesh, $E^2$ is the second-order energy per cell of a finite periodic ring. At irrational $q$ no such ring exists, and the sum approximates an integral over the Brillouin zone. Here 10, 20 and 40 points all give $E^2=-0.18739616$ hartree. The integral is thus well converged for this wide-gap model; a small gap can demand a denser mesh.

The energy also joins smoothly to its commensurate neighbours. With the same $w$, $E^2$ is $-0.0923$, $-0.1187$, $-0.1548$ and $-0.1947$ hartree at $q/b=0.1$, $0.2$, $0.3$ and $0.4$. Linear interpolation between the last two predicts $-0.1875$ hartree at the irrational point, close to the computed $-0.1874$. As $q\to0$ the constant part of $w$ drops out, by the limits above, and only the component at $b$ still contributes.

The opening agreement now has its reason. Translation symmetry fixes how each part of the first-order orbital changes from cell to cell: by the phase $e^{i(k+q)a}$ or $e^{i(k-q)a}$. The supercell stores five copies related by known phases; the primitive-cell equation stores one. The numerical output below gives the remaining digits.

## Numbers as computed

```
lattice constant a = 4.0 bohr, b = 2 pi/a = 1.570796 1/bohr
local potential: cos -1.0, sin(2bx) 0.3 hartree
nonlocal strength -0.3 hartree/bohr, projector width 0.5 bohr
repulsion strength 1.0 hartree bohr, range 0.5 bohr
w Fourier parts: G=0 0.50, G=b 0.25 i hartree
k points in primitive cell: 10; supercell: 2
band gap = 0.803294 hartree, valence width = 0.082051 hartree
energy per cell = -0.31819201 hartree
--- commensurate q = 0.4000 b = 0.628319 1/bohr
chosen k = -0.20 b, k+q = 0.20 b
filled level at k = 0.189604 hartree
smallest |eigenvalue|, no projector term = 1.0e-14 hartree
smallest eigenvalue, alpha = 2 hartree: 1.125679 hartree
norm^2 of du in one cell = 0.008854
n_q without induced field (1/bohr):
  G = -b: +0.075456 +0.037108 i
  G =  0: -0.084587 -0.047492 i
  G = +b: -0.094984 -0.097931 i
n_q self-consistent (1/bohr):
  G = -b: +0.047880 +0.019351 i
  G =  0: -0.060300 -0.031498 i
  G = +b: -0.062996 -0.074075 i
E2 per cell, no induced field = -0.26710498 hartree
E2 per cell, self-consistent  = -0.19467423 hartree
E2 per cell, supercell        = -0.19467423 hartree
finite-difference strength step = 0.002
largest density response = 0.420503 1/bohr
largest density difference = 1.5e-11 1/bohr
largest orbital part at k+q = 0.029696 bohr^-1/2
largest orbital difference = 3.8e-12 bohr^-1/2
largest part outside k+q, k-q = 2.1e-12 bohr^-1/2
change of n_q for alpha 2 -> 5 hartree = 2.6e-16 1/bohr
matrix size: primitive 25, supercell 121
--- irrational q = 0.381966 b = 0.599991 1/bohr
largest driving term = 0.113930 hartree bohr^-1/2
largest equation residual = 1.2e-10 hartree bohr^-1/2
E2 per cell with 10 k points = -0.18739616 hartree
E2 per cell with 20 k points = -0.18739616 hartree
E2 per cell with 40 k points = -0.18739616 hartree
--- self-consistent E2 per cell against q
q = 0.1 b: -0.092332 hartree
q = 0.2 b: -0.118672 hartree
q = 0.3 b: -0.154758 hartree
q = 0.4 b: -0.194674 hartree
```
